# Surface Green Function and Half-Elliptical Density of States of a Chain

## First derivation: removing one site from an endless chain

In a model of a transistor's source lead, at an energy 60 meV above the bottom of the band, a site deep inside a uniform chain has a density of states of 0.373 per eV per spin. Cut the chain, and at the same energy the site at the new end has 0.0146 per eV per spin. The end site has the same orbital and the same on-site energy as before. It has lost one of its two neighbours, and its density of states has fallen by a factor of 25.5.

The explanation lies in the Green function of the end site. The same function tells a transport calculation how an endless lead acts on the finite device joined to it.

### The chain and its Green function

Let the sites be $n=1,2,3,\ldots$, a distance $a$ apart, with one orbital on each. The orbitals are orthonormal. Each has energy $\varepsilon_0$, and neighbours are coupled by the matrix element $-t$, with $t>0$. The potential is flat, electrons are independent and unscattered, and the end site is unaltered apart from its missing neighbour. The Hamiltonian acts on amplitudes $\psi_n$ as

$$
(H\psi)_n=\varepsilon_0\psi_n-t(\psi_{n-1}+\psi_{n+1}),\qquad \psi_0=0 .
$$

The condition $\psi_0=0$ is a compact way to say that site 1 has no left neighbour.

The Green function is $G(z)=(z-H)^{-1}$, where $z=E+i\eta$ and $\eta>0$. The retarded function is the limit $\eta\to0^+$, taken for a chain that is already endless. To see what $\eta$ means, drive site 1 with a source of strength $S$ that grows slowly:

$$
i\hbar\frac{\partial\psi_n}{\partial\tau}=(H\psi)_n+S\,\delta_{n1}e^{-iE\tau/\hbar}e^{\eta\tau/\hbar}.
$$

A response with the same time factor has $i\hbar\,\partial/\partial\tau\to E+i\eta$. Its amplitudes therefore obey $(z-H)\psi=S\delta_{n1}$, and $\psi_n=S\,G_{n1}$. The source was negligible in the distant past, so the waves present are those it has emitted.

The quantity sought is $g=G_{11}$. Its link with the density of states is seen first for a discrete spectrum. If $\phi_\nu$ are the normalized eigenstates, with energies $E_\nu$, then

$$
G_{11}=\sum_\nu\frac{|\phi_\nu(1)|^2}{E-E_\nu+i\eta},\qquad
-\frac1\pi\,\mathrm{Im}\frac1{E-E_\nu+i\eta}=\frac{\eta/\pi}{(E-E_\nu)^2+\eta^2}.
$$

The last expression is a peak of unit area that narrows as $\eta$ falls. Hence $-\mathrm{Im}\,g/\pi$ counts states per unit energy, each weighted by its probability on site 1. In the endless chain the levels merge into a continuum and this becomes the surface density of states $\rho_s(E)$, per spin.

### The equation for the end site

Write $x=z-\varepsilon_0$. The first column of $(z-H)G=1$ gives

$$
xG_{11}+tG_{21}=1,
$$
$$
xG_{n1}+t(G_{n-1,1}+G_{n+1,1})=0\qquad(n\ge2).
$$

The plus signs arise because $H$ contains $-t$ and is subtracted.

Consider the sites from 2 onward as a separate chain. In the equation for $n=2$, move the term $tG_{11}$ to the right. The separate chain then has a source $-tG_{11}$ on its own first site. This chain is also semi-infinite and has the same parameters, so its end-site response is the same function $g$:

$$
G_{21}=g\,(-tG_{11})=-tg^2 .
$$

Put this into the equation for site 1:

$$
xg-t^2g^2=1,\qquad\text{or}\qquad g=\frac1{x-t^2g}.
$$

The term $t^2g$ records an excursion: one hop off the site, propagation in the rest of the chain, and one hop back. The two minus signs of the hops cancel in the product.

The quadratic $t^2g^2-xg+1=0$ has two roots,

$$
g=\frac{x\pm\sqrt{x^2-4t^2}}{2t^2}.
$$

Algebra alone cannot choose between them. The choice needs the rest of the column.

### Choosing the root

Define $\lambda=-tg$. Dividing the quadratic by $g$ gives $x=t^2g+1/g$, and with $g=-\lambda/t$ this is

$$
x=-t\left(\lambda+\frac1\lambda\right).
$$

If $\lambda$ is a solution, so is $1/\lambda$. These are the two roots, and their product is 1.

The column is $G_{n1}=g\lambda^{n-1}$. This can be checked in the equations. For $n\ge2$, a common factor $g\lambda^{n-1}$ leaves $x+t(\lambda^{-1}+\lambda)$, which is zero. For $n=1$,

$$
g(x+t\lambda)=g\left(-\frac t\lambda\right)=1,
$$

because $g=-\lambda/t$. Both roots pass these local tests, but the column must also have a finite sum $\sum_n|G_{n1}|^2$, which requires $|\lambda|<1$.

One root meets this condition. Neither root can have $|\lambda|=1$: if $\lambda=e^{i\theta}$ with real $\theta$, then $x=-2t\cos\theta$ is real, whereas $\mathrm{Im}\,x=\eta>0$. Since the moduli multiply to 1, one lies below 1 and the other above it.

The solution with a finite sum is also unique. The difference $f$ of two such solutions would satisfy $Hf=zf$. Multiplying by $f_n^*$ and summing gives $\sum f_n^*(Hf)_n=z\sum|f_n|^2$. The left side is real because $H$ is Hermitian, so the imaginary part is $0=\eta\sum|f_n|^2$, and $f=0$.

Now let $\eta$ become small. Write $\lambda=e^{i(ka+i\kappa a)}$, where $\kappa>0$ expresses $|\lambda|<1$. Then

$$
x=-2t\cos(ka+i\kappa a)
=-2t\cos ka\cosh\kappa a+2it\sin ka\sinh\kappa a .
$$

The imaginary part must equal $\eta$:

$$
\eta=2t\sin ka\,\sinh\kappa a .
$$

Since $\eta$ and $\kappa$ are positive, $\sin ka>0$. At an energy inside the band, $\kappa\to0$ as $\eta\to0^+$, and the real part gives

$$
E=\varepsilon_0-2t\cos ka,\qquad 0<ka<\pi .
$$

The group velocity is

$$
v=\frac1\hbar\frac{dE}{dk}=\frac{2ta\sin ka}{\hbar}>0 .
$$

For small damping $\sinh\kappa a\approx\kappa a$, so $\kappa=\eta/(\hbar v)$. This has a direct meaning. A wave now at distance $na$ left the source a time $na/v$ ago, when the source was weaker by the factor $e^{-\eta na/(\hbar v)}$. Decay away from the source and motion away from the source are therefore the same condition. The selected root is the outgoing one:

$$
g=-\frac{e^{ika}}t .
$$

### One formula for all energies

A formula in terms of $x$ needs a definite square root. It is

$$
g=\frac{x-\sqrt{x-2t}\,\sqrt{x+2t}}{2t^2},
$$

where each root is the principal one, with non-negative real part. For $\mathrm{Im}\,x>0$ both factors vary continuously. At large $|x|$ their product approaches $x$, with first correction $-2t^2/x$, so $g\approx1/x$ and $|\lambda|=t|g|$ is small. Because $|\lambda|$ can never equal 1 in the upper half-plane, it remains below 1 throughout. The formula therefore selects the required root everywhere there.

Putting the two factors under one principal root does not do this. When $\mathrm{Re}\,x<0$ and $\mathrm{Im}\,x>0$, the number $x^2-4t^2$ has a negative imaginary part and its principal root has a positive real part. The product needed above has a negative real part there. The single root has the wrong sign in the lower half of the band.

On the real axis, approached from above, three ranges result. For $|x|<2t$, $\sqrt{x-2t}=i\sqrt{2t-x}$, so

$$
g=\frac{x-i\sqrt{4t^2-x^2}}{2t^2}.
$$

For $x>2t$, $g=(x-\sqrt{x^2-4t^2})/(2t^2)$. For $x<-2t$ both factors are imaginary, their product is negative, and $g=(x+\sqrt{x^2-4t^2})/(2t^2)$. Outside the band $g$ is real and finite: the wave decays into the chain and carries no current.

### The half-ellipse and the missing states

Taking $-\mathrm{Im}\,g/\pi$ inside the band gives

$$
\rho_s(E)=\frac{\sqrt{4t^2-(E-\varepsilon_0)^2}}{2\pi t^2}
=\frac{\sin ka}{\pi t},
$$

and zero outside. Multiplying by $\pi t$ and squaring,

$$
\left(\frac{E-\varepsilon_0}{2t}\right)^2+(\pi t\rho_s)^2=1,\qquad \rho_s\ge0 .
$$

This is the upper half of an ellipse with semi-axes $2t$ and $1/(\pi t)$. Its area is $\frac12\pi(2t)/(\pi t)=1$, one state per spin. All the weight of the end orbital lies in the band, so the unaltered end has no bound state.

An interior site has two half-chains attached, and each contributes an excursion term. Its Green function is

$$
G_b=\frac1{x-2t^2g}=\frac1{i\sqrt{4t^2-x^2}},\qquad
\rho_b=\frac1{\pi\sqrt{4t^2-x^2}}=\frac1{2\pi t\sin ka}.
$$

The ratio of the two densities is

$$
\frac{\rho_s}{\rho_b}=2\sin^2ka .
$$

At the band centre the end site has twice the interior density. Near an edge $\sin ka$ is small, and the end site has far less. That is the origin of the opening factor.

### What the lead does to a device

Join site 1 of the lead to the last site of a device by the same element $-t$. If the device amplitude there is $\psi_D$, the lead responds with $-tg\psi_D$ on its first site. In the device equation this adds $t(-tg\psi_D)=-t^2g\psi_D$. The endless lead is thus replaced by an energy added to the last device site,

$$
\Sigma=t^2g=-te^{ika},\qquad
\Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin ka=\frac{\hbar v}a .
$$

The rate $\Gamma/\hbar=v/a$ is the reciprocal of the time taken to travel one spacing. The lead is a continuation of the chain, so a wave leaving a uniform device of the same parameters meets no reflecting boundary. The small density on the cut end belongs to the separated lead, not to the joined system.

### Numbers for the source lead

For an electron of effective mass $m^*$ near a subband edge $E_c$, replace the second derivative by a difference on a grid:

$$
-\frac{\hbar^2}{2m^*}\frac{\psi_{n+1}-2\psi_n+\psi_{n-1}}{a^2}.
$$

Comparison with $H$ gives $t=\hbar^2/(2m^*a^2)$ and $\varepsilon_0=E_c+2t$. Take $m^*=0.20\,m_e$ and $a=0.25$ nm. With $\hbar^2/(2m_e)=0.0381$ eV nm²,

$$
t=\frac{0.0381}{0.20\times0.25^2}=3.048\ \text{eV}.
$$

Set $E_c=0$, so $\varepsilon_0=6.096$ eV, and evaluate at the Fermi level $E=0.060$ eV. Then

$$
\cos ka=1-\frac{0.060}{6.096}=0.9902,\qquad \sin ka=0.1400,
$$

and $ka=0.1404$. The wave number is $0.5617$ nm⁻¹, against $0.5612$ nm⁻¹ for the continuous effective-mass equation. The remaining results are

$$
g=-0.325-0.0459\,i\ \text{eV}^{-1},\qquad
\rho_s=\frac{0.0459}{\pi}=0.0146\ \text{eV}^{-1},
$$
$$
\Sigma=-3.018-0.427\,i\ \text{eV},\qquad \Gamma=0.853\ \text{eV}.
$$

The velocity $\Gamma a/\hbar$ is $3.24\times10^7$ cm/s. The density ratio is $2(0.1400)^2=0.0392$, or 1 in 25.5.

## Second derivation: adding up standing waves

The chain has on-site energy $\varepsilon_0$, neighbour coupling $-t$, spacing $a$ and first site $n=1$. With $x=E+i\eta-\varepsilon_0$, the first half found the end-site Green function $g=-\lambda/t$, where $x=-t(\lambda+1/\lambda)$ and $|\lambda|<1$. In the band $\lambda\to e^{ika}$ with $0<ka<\pi$, and the surface density of states is $\rho_s=\sin ka/(\pi t)$. An interior site has $\rho_b=1/(2\pi t\sin ka)$.

That route used the fact that an endless chain is unchanged by losing its first site. The following route uses a different fact: the eigenstates of a finite chain are known.

### The states of a finite chain

Let the chain have $N$ sites, with nothing beyond either end. Its amplitudes satisfy $\psi_0=\psi_{N+1}=0$. Try $\psi_n=\sin n\theta$. Since

$$
\sin(n-1)\theta+\sin(n+1)\theta=2\cos\theta\,\sin n\theta,
$$

the eigenvalue equation holds with

$$
E(\theta)=\varepsilon_0-2t\cos\theta .
$$

The condition at site 0 is met by the sine. The condition at site $N+1$ requires

$$
\theta_j=\frac{\pi j}{N+1},\qquad j=1,2,\ldots,N .
$$

These $N$ angles give $N$ different energies, because $\cos\theta$ falls steadily between 0 and $\pi$. Eigenvectors of a Hermitian matrix with different eigenvalues are orthogonal, and an $N$-site chain has $N$ independent vectors. The set is complete, and no state has been missed.

For the normalization use $\sin^2u=(1-\cos2u)/2$:

$$
\sum_{n=1}^N\sin^2n\theta_j=\frac N2-\frac12\sum_{n=1}^N\cos2n\theta_j .
$$

The numbers $e^{2in\theta_j}$ for $n=0,\ldots,N$ form a geometric series whose sum is zero, since $e^{2i(N+1)\theta_j}=1$ and $e^{2i\theta_j}\ne1$. The term $n=0$ is 1, so the remaining cosines sum to $-1$. The norm squared is therefore $(N+1)/2$, and the normalized states are

$$
\phi_j(n)=\sqrt{\frac2{N+1}}\,\sin n\theta_j .
$$

The probability on the end site is $2\sin^2\theta_j/(N+1)$. Averaged over many interior sites, the factor $\sin^2n\theta_j$ is $1/2$, which gives $1/(N+1)$. The ratio is $2\sin^2\theta_j$, the ratio found before. Its physical cause is now visible. Every standing wave has a node at the absent site 0. Near the band bottom the wavelength is many spacings, so the wave has hardly risen from its node when it reaches site 1. At the band centre, $\theta=\pi/2$, the wave reaches its largest value one spacing from the node.

### The density without a choice of root

The end-site Green function of the finite chain is

$$
g_N=\frac2{N+1}\sum_{j=1}^N\frac{\sin^2\theta_j}{x+2t\cos\theta_j}.
$$

Keep $\eta$ fixed and positive and let $N$ grow. The summand is then a continuous function of $\theta$. The angles are spaced by $\pi/(N+1)$, so $1/(N+1)$ becomes $d\theta/\pi$, and

$$
g=\frac2\pi\int_0^\pi\frac{\sin^2\theta}{x+2t\cos\theta}\,d\theta .
$$

Now let $\eta\to0^+$. As before, $-1/\pi$ times the imaginary part of each denominator becomes a unit peak:

$$
\rho_s(E)=\frac2\pi\int_0^\pi\sin^2\theta\;
\delta(E-\varepsilon_0+2t\cos\theta)\,d\theta .
$$

Inside the band the argument vanishes at one angle, $\theta=ka$, where $E=\varepsilon_0-2t\cos ka$. Its derivative with respect to $\theta$ has magnitude $2t\sin ka$, by which the delta function divides. Thus

$$
\rho_s=\frac2\pi\,\frac{\sin^2ka}{2t\sin ka}=\frac{\sin ka}{\pi t}
=\frac{\sqrt{4t^2-(E-\varepsilon_0)^2}}{2\pi t^2}.
$$

Outside the band the argument has no zero and $\rho_s=0$. This is the same half-ellipse. One factor of $\sin ka$ in the numerator has been cancelled by the crowding of levels near the band edge. The weight on the end site falls as $\sin^2ka$, the number of levels per energy rises as $1/\sin ka$, and their product vanishes as $\sin ka$.

### The whole Green function

The real part follows from the same integral. For $\eta>0$ the equation $x=-t(\lambda+1/\lambda)$ has a pair of solutions $\lambda$ and $1/\lambda$. Let $\lambda$ denote the one inside the unit circle. Here this is a choice of label, since the integral has a single value. The denominator becomes

$$
x+2t\cos\theta=-\frac t\lambda\left(1-2\lambda\cos\theta+\lambda^2\right).
$$

Next consider the sum of $\lambda^n\sin n\theta$. Write the sine as two exponentials and sum the two geometric series, which converge because $|\lambda|<1$:

$$
\sum_{n=1}^\infty\lambda^n\sin n\theta
=\frac1{2i}\left[\frac{\lambda e^{i\theta}}{1-\lambda e^{i\theta}}
-\frac{\lambda e^{-i\theta}}{1-\lambda e^{-i\theta}}\right]
=\frac{\lambda\sin\theta}{1-2\lambda\cos\theta+\lambda^2}.
$$

In the common numerator the two terms in $\lambda^2$ cancel and leave $\lambda(e^{i\theta}-e^{-i\theta})$, which is $2i\lambda\sin\theta$. Therefore

$$
\frac{\sin\theta}{x+2t\cos\theta}=-\frac1t\sum_{n=1}^\infty\lambda^n\sin n\theta .
$$

Multiply by $(2/\pi)\sin\theta$ and integrate. Since $\int_0^\pi\sin n\theta\sin\theta\,d\theta$ is $\pi/2$ for $n=1$ and zero for larger $n$, one term survives:

$$
g=-\frac\lambda t .
$$

This is the result of the first derivation, with the decaying $\lambda$. As $\eta\to0^+$ it becomes $-e^{ika}/t$ in the band.

### Moments and the band edge

The form of the density can be compared with paths on the chain. Integrated over the density, $(E-\varepsilon_0)^p$ must equal the end-site element of $(H-\varepsilon_0)^p$, which counts closed walks of $p$ hops from site 1. There is one walk of two hops, so the second moment is $t^2$. There are two walks of four hops, $1\to2\to1\to2\to1$ and $1\to2\to3\to2\to1$, so the fourth is $2t^4$.

The half-ellipse gives the same values. With $E-\varepsilon_0=-2t\cos\theta$, the second moment is

$$
\frac2\pi\int_0^\pi4t^2\cos^2\theta\sin^2\theta\,d\theta
=\frac{2t^2}\pi\int_0^\pi\sin^22\theta\,d\theta=t^2 .
$$

For the fourth, $\sin^2\theta\cos^4\theta=\sin^22\theta(1+\cos2\theta)/8$. The term with $\cos2\theta$ integrates to zero and the other gives $\pi/16$. The moment is $(2/\pi)(16t^4)(\pi/16)=2t^4$.

Close to the lower edge, let $\epsilon=E-E_c$ with $E_c=\varepsilon_0-2t$. Then $\cos ka=1-\epsilon/(2t)$, and

$$
\sin^2ka=\frac\epsilon t\left(1-\frac\epsilon{4t}\right),\qquad
\rho_s\approx\frac{\sqrt\epsilon}{\pi t^{3/2}}\quad(\epsilon\ll4t).
$$

In the example this approximation gives 0.01465 eV⁻¹ and the full formula 0.01462 eV⁻¹.

Since $t$ varies as $1/a^2$ at fixed mass, the edge form varies as $a^3$. Halving the spacing to 0.125 nm, with $\epsilon$ and $m^*$ fixed, lowers $\rho_s$ from 0.01462 to 0.00183 eV⁻¹, a factor of 7.985. One factor of 2 arises because a site represents a shorter length. The other factor of 4 arises because the first site is nearer the node, where the probability grows as distance squared. For an effective-mass grid, $\rho_s$ is therefore a property of the chosen cut and spacing, not a measurable density at a material's surface.

### Why the chain must become endless first

The finite chain also shows how the limits can fail. A solution of its column equations that vanishes at $N+1$ is

$$
\psi_n=A\left(\lambda^n-\lambda^{2N+2-n}\right).
$$

The site-1 equation $x\psi_1+t\psi_2=1$ agrees with the interior equation if the latter is continued to a fictitious $\psi_0=-1/t$. This fixes $A$, and

$$
g_N=\psi_1=-\frac\lambda t\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}}.
$$

The extra powers are the wave reflected from the far end. They vanish for large $N$ if $|\lambda|<1$. Inside the band this requires $\eta$ to be kept positive. If instead $\eta\to0$ first at such an energy, then $\lambda=e^{ika}$ and

$$
g_N=-\frac1t\,\frac{\sin Nka}{\sin(N+1)ka}.
$$

This is real except at its poles, the discrete levels. There is no smooth density.

Solving the linear equations numerically shows both cases. With $N=40\,000$ and $\eta=0.001t$, the centre of the band has $t\rho=0.31815$, against $1/\pi=0.31831$ for the half-ellipse. At the centre $\kappa a\approx\eta/(2t)=0.0005$, so the reflected wave is reduced by $e^{-2N\kappa a}=e^{-40}$ and cannot explain the difference. The finite $\eta$ does: at $x=i\eta$ the closed form gives $\pi t\rho\approx1-\eta/(2t)$, a reduction of 0.05%.

With $N=800$ and $\eta=10^{-7}t$, midway between two levels near the centre, the density is $4.0\times10^{-5}$ of the half-ellipse. There $\lambda^{2N+2}\approx-r$, with $r=e^{-2(N+1)\kappa a}$, so $-tg_N\approx(\lambda+r/\lambda)/(1+r)$. With $\lambda\approx e^{ika}$, the imaginary part of this is $\sin ka\,(1-r)/(1+r)$. For the endless chain it is $\sin ka$, so the ratio of the densities is

$$
\frac{1-r}{1+r}=\tanh[(N+1)\kappa a]\approx801\times0.5\times10^{-7}=4.0\times10^{-5}.
$$

### What each derivation assumes

Both derivations assume orthonormal orbitals, nearest-neighbour coupling, a flat potential and an unaltered end. Both take $N\to\infty$ before $\eta\to0^+$. They use these assumptions differently.

The first requires that the chain without its first site be the same chain. It needs no eigenstates, but it produces a quadratic equation, and the decaying root must be selected. It also adapts easily to a changed end. If site 1 has energy $\varepsilon_0+U$, the chain beyond it is unaltered, so

$$
g_U=\frac1{x-U-t^2g}=\frac1{1/g-U}=\frac g{1-Ug}.
$$

A bound state appears outside the band where $g=1/U$. Since $|tg|<1$ there, this requires $|U|>t$. Part of the weight then leaves the band. For any $U\ne0$, with or without a bound state, the density in the band is no longer the half-ellipse: at the band centre, where $g=-i/t$, it is multiplied by $1/(1+U^2/t^2)$.

The second derivation requires a complete set of known states. In return it gives a density that is positive and normalized from the start, and no unphysical root enters. With a changed end the simple sines no longer satisfy the end condition, and the states must be found again.

### The model beside a real source

The numbers describe the source of a scaled n-channel gate-all-around nanowire transistor. The inputs are rough: a 3 nm square wire, transport mass $0.20\,m_e$, heavy mass $0.90\,m_e$, a mobility of 100 cm²/Vs and 300 K. The conduction band is taken to have six valleys, two with their heavy axis along each direction. In a hard-wall wire lying along one of these directions, with its faces normal to the other two, four valleys then share the lowest subband; other orientations group the valleys differently. Integrating the Fermi function over wave number gives 1.33 electrons per nm in it, or $1.5\times10^{20}$ cm⁻³ over the section, a reasonable order for a heavily doped source. The grid band is 12.2 eV wide, but an effective mass describes only energies near its bottom.

Real sources break the assumption of unscattered motion. The mobility corresponds to $\tau_s=\mu m^*/e=11.4$ fs. Treating this as a lifetime adds $i\hbar/(2\tau_s)$, or 28.9 meV, to the energy. The estimated mean free path is 3.7 to 3.8 nm, little more than the wire's width and about a third of the 11 nm electron wavelength at the Fermi level. For these inputs an unscattered lead is therefore a boundary condition for the calculation, not a description of motion in the source. At the Fermi level $\rho_s$ moves by $-0.6\%$. This is small because two changes nearly cancel for these inputs: in the numerator of $g$, the product of square roots raises $\rho_s$ by 2.75%, and the added imaginary part of $x$ lowers it by 3.39%. The second change is nearly proportional to the grid spacing, so the cancellation belongs to the chosen grid and not to the wire. At a spacing of 0.125 nm the net shift is $+1.0\%$, and on a very fine grid only the first change remains. At the subband edge $\rho_s$ becomes 0.0067 eV⁻¹ instead of zero. A constant imaginary energy is a crude account of scattering, so these are sizes, not corrections.

Other effects also matter. Averaging over the thermal window $-\partial f/\partial E$, where $f$ is the Fermi function, lowers $\rho_s$ by 7% at fixed Fermi level. A rough nonparabolicity of 0.5 eV⁻¹, applied to the 0.255 eV of parabolic confinement energy, raises the transport mass at the subband edge by 23%. With this edge mass, and the Fermi level held 60 meV above the shifted edge, $\rho_s$ rises by 36%, as expected from its variation as $m^{*3/2}$. If the nonparabolicity also acts on the motion along the wire, the rise is nearly 45%. Holding the Fermi level 60 meV above the edge raises the electron density, whereas the doping of a source fixes it. At the total density of the parabolic case, 1.38 electrons per nm, the Fermi level falls to about 45 meV above the edge and the rise is about 23% (19% with the edge mass alone). Either way, of the physical effects sized here, this one changes $\rho_s$ at the Fermi level most. The next subband and the heavy-transport valleys begin at 0.139 and 0.162 eV and together hold about 4% of the electrons if the bands are parabolic. With the same nonparabolicity applied to every subband, and the Fermi level again 60 meV above the lowest edge, they begin at 0.109 and 0.126 eV, and the higher subbands hold about 12%. A potential that varies along the lead has not been sized. Where it changes appreciably within a wavelength, the lead must begin farther from the device, in a flatter region.
